# Why One DC Field Cannot Always Replace an RF Field

Let an electron move through heavy, immobile atoms that scatter it isotropically at a constant rate \(\nu\), whatever its speed. A field of rms value \(E\) and angular frequency \(\omega\) gives it the acceleration \(\sqrt2\,E\cos\omega t\) along \(x\). Atomic units are used in the algebra, so the electron's mass and the size of its charge are 1; \(x\) is chosen so that the charge's sign drops out. In a free flight from time \(t_0\) to \(t_0+s\) the velocity changes by

\[
\Delta v=\frac{\sqrt2\,E}{\omega}\left[\sin\omega(t_0+s)-\sin\omega t_0\right].
\]

Collisions at a constant rate fall at random phases. In the average over \(t_0\) each squared sine gives \(1/2\) and the cross term gives \(-\cos\omega s\), so \(\langle\Delta v^2\rangle=(2E^2/\omega^2)(1-\cos\omega s)\). Flight times have the probability density \(\nu e^{-\nu s}\), for which \(\langle\cos\omega s\rangle=\nu^2/(\nu^2+\omega^2)\). Hence

\[
\langle\Delta v^2\rangle=\frac{2E^2}{\omega^2}\,\frac{\omega^2}{\nu^2+\omega^2}=\frac{2E^2}{\nu^2+\omega^2}.
\]

The energy gained in a flight is \(v_x\Delta v+\Delta v^2/2\). The first term averages to zero because scattering has randomised the initial direction. With \(\nu\) flights per unit time, the mean power is

\[
P=\frac{E^2\nu}{\nu^2+\omega^2}.
\]

A dc field \(E_{\rm dc}\) gives \(E_{\rm dc}^2/\nu\), the same expression at \(\omega=0\). The two powers agree if

\[
E_{\rm dc}=E_{\rm eff}=\frac{E\,\nu}{\sqrt{\nu^2+\omega^2}} .
\]

## The belief and its appeal

The belief is that this replacement is always available: find the effective field once, and the electron energy distribution follows from a dc calculation. The case above supports it, since one number serves electrons of every energy. The formula also looks general, because any gas has some collision rate to put into it.

That last step hides the difficulty. If the mean free path \(\lambda\) is constant instead, then \(\nu=v/\lambda\) depends on the speed \(v\). A fast electron collides often within one field period, while a very slow one may oscillate several times between collisions; its power is then only the fraction \(\nu^2/\omega^2\) of what a dc field of the same \(E\) would give it. To see what this does to the distribution, the field must be followed through the kinetic equation.

## How the field enters the distribution

Take a uniform plasma without a static magnetic field, and let the distribution be nearly isotropic:

\[
f=f_0(v)+f_1(v,t)\cos\theta,
\]

where \(\theta\) is the angle between the velocity and \(x\). Let \(\omega\) be far above the rate at which \(f_0\) relaxes, so that \(f_0\) is steady while \(f_1\) oscillates. Keeping these two angular terms, the \(\cos\theta\) part of the Boltzmann equation is

\[
\frac{\partial f_1}{\partial t}+\nu f_1=-\sqrt2\,E\cos\omega t\,\frac{df_0}{dv}.
\]

Its periodic solution is

\[
f_1=-\sqrt2\,E\,\frac{\nu\cos\omega t+\omega\sin\omega t}{\nu^2+\omega^2}\,\frac{df_0}{dv}.
\]

Substitution confirms it: in \(\partial f_1/\partial t+\nu f_1\) the sine terms cancel and the cosine terms add to \((\nu^2+\omega^2)\cos\omega t\).

The field carries electrons outward through a sphere of radius \(v\) in velocity space. The flow per unit area is the acceleration times \(f_1\cos^2\theta\); averaged over angle, it is the acceleration times \(f_1/3\). In the time average the sine term drops out and \(\cos^2\omega t\) gives \(1/2\), leaving \(-(P/3)\,df_0/dv\), with the same \(P\) as before but now evaluated at each speed. Conservation of electrons then gives the field's contribution

\[
\left(\frac{\partial f_0}{\partial t}\right)_{\rm field}=\frac{1}{3v^2}\frac{d}{dv}\left(v^2P\frac{df_0}{dv}\right).
\]

With \(\varepsilon=v^2/2\) we have \(d/dv=v\,d/d\varepsilon\), so the right side becomes \((1/3v)\,d(v^3P\,df_0/d\varepsilon)/d\varepsilon\). Insert \(v=\sqrt{2\varepsilon}\) and multiply by \(\sqrt\varepsilon\):

\[
\sqrt\varepsilon\left(\frac{\partial f_0}{\partial t}\right)_{\rm field}=\frac{d}{d\varepsilon}\left(\frac23\,\varepsilon^{3/2}P\,f_0'\right),
\]

where the prime means \(d/d\varepsilon\). Thus \(P(\varepsilon)\) sets the diffusion of electrons in energy. Multiplying by \(\varepsilon\) and integrating by parts twice shows that the mean power at energy \(\varepsilon\) is \(P+\tfrac23\varepsilon\,dP/d\varepsilon\), which equals \(P\) only where \(dP/d\varepsilon=0\).

Collisions supply the losses. An electron gives an atom of mass \(M\gg1\), initially at rest, the mean energy \(2\varepsilon/M\) per collision. The resulting downward flow is \(2\varepsilon^{3/2}(\nu/M)f_0\). In a gas of temperature \(T\), in energy units, \(f_0\) is replaced here by \(f_0+Tf_0'\), so that the flow vanishes for a Maxwellian at \(T\). Writing \(S[f_0]\) for all other collisions,

\[
\sqrt\varepsilon\,\frac{\partial f_0}{\partial t}=\frac{d}{d\varepsilon}\left\{2\varepsilon^{3/2}\left[\frac P3f_0'+\frac{\nu}{M}\left(f_0+Tf_0'\right)\right]\right\}+S[f_0].
\]

## What a single dc field would require

Suppose that an rf field and a dc field produce the same steady \(f_0\) in the same gas. Every collision term is then the same in both equations, since it depends on \(f_0\) and not on the field. Subtracting the equations leaves

\[
\frac{d}{d\varepsilon}\left[\frac23\,\varepsilon^{3/2}\left(P-\frac{E_{\rm dc}^2}{\nu}\right)f_0'\right]=0 .
\]

The bracket is therefore constant. No electrons flow through \(\varepsilon=0\), so the constant is zero. Wherever \(f_0'\ne0\),

\[
E_{\rm dc}^2=\nu P=\frac{E^2\nu^2}{\nu^2+\omega^2}=E_{\rm eff}^2(\varepsilon).
\]

For \(\omega>0\) the right side increases with \(\nu\). A single dc field can satisfy this condition only if \(\nu\) has one value at all these energies. Conversely, if \(\nu\) is constant, the choice \(E_{\rm dc}=E_{\rm eff}\) makes the two equations identical. Within this kinetic model the result includes inelastic losses, because \(S\) was never specified, provided \(\nu\) in the \(f_1\) equation counts the momentum lost in inelastic collisions too. In the example below, adding the excitation rate to \(\nu\) changes none of the digits shown.

For constant mean free path, \(\nu^2=2\varepsilon/\lambda^2\). Multiplying numerator and denominator by \(\lambda^2/2\) gives

\[
E_{\rm eff}(\varepsilon)=E\sqrt{\frac{\varepsilon}{\varepsilon+\varepsilon_\omega}},\qquad \varepsilon_\omega=\frac{\omega^2\lambda^2}{2}.
\]

At the crossover energy \(\varepsilon_\omega\) the collision rate equals \(\omega\). Far above it, \(E_{\rm eff}\simeq E(1-\varepsilon_\omega/2\varepsilon)\), and one dc field equal to \(E\) is a good replacement if all the energies that matter lie there. Rates that depend steeply on the field need a wide margin: in the example below, lowering the frequency until \(\varepsilon_\omega=1\) eV leaves the dc mean energy 4% and the dc excitation rate 18% too high, while at \(\varepsilon_\omega=0.1\) eV the errors are 0.5% and 2%. Far below it, the required field grows as \(\sqrt\varepsilon\).

## The change of shape

With elastic collisions alone, \(S=0\) and the steady flow in energy is zero. Dividing the square bracket of the kinetic equation by \(\nu/M\) gives

\[
\left(T+\frac{MP}{3\nu}\right)f_0'=-f_0 .
\]

Since \(P/\nu=E^2/(\nu^2+\omega^2)\) and \(\nu^2+\omega^2=2(\varepsilon+\varepsilon_\omega)/\lambda^2\),

\[
\frac{d\ln f_0}{d\varepsilon}=-\frac{1}{T+A/(\varepsilon+\varepsilon_\omega)},\qquad A=\frac{ME^2\lambda^2}{6}.
\]

For a cold gas, \(T=0\), integration yields

\[
f_0\propto\exp\left[-\frac{\varepsilon^2/2+\varepsilon_\omega\varepsilon}{A}\right].
\]

In a dc field \(\varepsilon_\omega=0\), which leaves the Druyvesteyn form \(\exp(-\varepsilon^2/2A_{\rm dc})\), where \(A_{\rm dc}\) is \(A\) with \(E\) replaced by \(E_{\rm dc}\). No choice of \(A_{\rm dc}\) creates the linear term. If nearly all electrons lie far below \(\varepsilon_\omega\), the linear term dominates and the rf distribution approaches a Maxwellian of temperature \(A/\varepsilon_\omega=ME^2/3\omega^2\). The dc distribution remains Druyvesteyn.

The ratio \(\langle\varepsilon^2\rangle/\langle\varepsilon\rangle^2\) makes this visible. Changing a dc field only rescales the energies of the Druyvesteyn form, so the ratio stays at 1.371. For the rf distribution with \(\varepsilon_\omega=2\sqrt A\) it is 1.531. A simulation that followed electrons through individual collisions, with cold atoms of 200 electron masses, gave 1.39 for dc and 1.54 for rf, about 1% above the formulas; offsets of this size are expected from sampling noise and from the finite atomic mass. At constant rate, with \(\omega=2\nu\) and the dc field set to \(E_{\rm eff}\), it gave 1.68 for dc and 1.69 for rf; the formula gives 1.67 for both. At constant rate the moment equations close exactly; for \(M=200\) they give 1.70 for dc and 1.67 for rf, and both values tend to \(5/3\) as \(M\) grows. This last ratio would be the same for any dc field, so the choice of \(E_{\rm eff}\) is tested by the mean energies instead: they agreed with the formulas to within 6%. The simulation assumes neither the two-term form nor an effective field.

## A microwave example

Take rough values for a 2.45 GHz microwave processing source: 5 Torr, 500 K and 10 V/cm rms. The model gas has atoms of 40 u and a momentum-transfer cross section of 10 Å\(^2\). Its excitation cross section rises from zero at 12 eV by 0.05 Å\(^2\) per eV. The mean free path is 0.0104 cm, and \(\varepsilon_\omega=7.22\) eV (0.265 hartree), between the mean energy and the excitation threshold. At 3 eV and 12 eV the required dc fields are

\[
10\sqrt{\frac{3}{3+7.22}}=5.4\ \text{V/cm},\qquad
10\sqrt{\frac{12}{12+7.22}}=7.9\ \text{V/cm}.
\]

Solving the kinetic equation with excitation gives a mean energy of 4.07 eV and \(3.25\times10^5\) excitations per electron per second. These take \(12\times3.25\times10^5=3.9\times10^6\) eV/s of the absorbed \(5.4\times10^6\) eV/s, or 72%. Elastic collisions take the other 28%.

A dc field can be tuned to reproduce one of these averages, with the gas held fixed:

- Matching the mean energy takes 3.7 V/cm (\(7.2\times10^{-10}\) atomic units). The excitation rate is then 8% of its rf value.
- Matching the excitation rate takes 6.9 V/cm (\(1.34\times10^{-9}\) atomic units). The mean energy is then 4.70 eV, 16% above its rf value.

The two fields differ by a factor of 1.9. A natural compromise evaluates \(\nu\) at the rf mean energy, which gives \(10\sqrt{4.07/(4.07+7.22)}=6.0\) V/cm. The resulting mean energy is 14% too high, yet the excitation rate is 33% too low. The opposite signs fit the formula for \(E_{\rm eff}\): compared with this dc field, the rf field drives a weaker diffusion in energy below 4.07 eV and a stronger one above it. Using the dc diffusion only above 4.07 eV lowers the excitation rate by 38% and raises the mean energy by 8%; using it only below 4.07 eV raises the mean energy by 7% and the excitation rate by 10%.

A search over dc fields from 1 to 10 V/cm found the closest distribution at 4.9 V/cm. Even there, about 10% of the electrons would have to be moved to other energies to recover the rf distribution.

## Real sources and the limits of the model

In real gases the cross section varies with energy, so neither \(\lambda\) nor \(\nu\) need be constant. If the model's momentum-transfer cross section instead rises as \(\sqrt\varepsilon\), passing through 10 Å\(^2\) at 5 eV, the dc fields for mean energy and excitation become 3.5 and 7.5 V/cm. Their ratio grows from 1.9 to 2.1. The model numbers do not stand for argon: a cross section shaped like argon's, with a deep minimum near 0.25 eV and about 15 Å\(^2\) near 11 eV, raises the ratio to about 5 when electron–electron collisions are left out. At an assumed electron density of \(10^{10}\) cm\(^{-3}\), electron–electron collisions exchange energy at roughly 5 to 10% of the rate at which field heating renews the mean energy. Even this shows in the tail: with these collisions in \(S\), the 8% above becomes about 10%, the field matching the mean energy rises from 3.7 to 3.8 V/cm, and the ratio of the two matching fields falls from 1.9 to 1.8. They push both distributions towards a Maxwellian and so reduce the mismatch; at ten times the density the ratio is 1.6. That density is 1.3 times the cutoff density at 2.45 GHz, and the field then decays over about 4 cm, so it can no longer be taken as uniform. The example prescribes its field and does not balance ionization against losses, so it does not show that 10 V/cm would sustain a discharge.

The nearly isotropic form is good at the mean energy, where the amplitude of \(f_1/f_0\) is 0.02. At 13 eV the ratio is 0.2, yet keeping angular terms up to fifth order changes neither the 8% nor the matching fields in the digits shown. Energy relaxes over roughly 0.6 cm, short compared with an assumed 5 cm chamber. The microwave field itself varies over about 2 cm, the 12 cm wavelength divided by \(2\pi\), so the model can be applied point by point with the local field, with a margin of only about three.

At 13.56 MHz two regimes must be kept apart. At 5 Torr, \(\varepsilon_\omega\) falls by the square of the frequency ratio, about \(181^2\), and \(E_{\rm eff}\) is practically \(E\) at the energies considered here. But \(f_0\) is then no longer steady in its tail. The heating contains \(\cos^2\omega t\) and so pulsates at \(2\omega\), and \(f_0\) stays steady only if it relaxes much more slowly than that. The excitation rate at 14 eV, 0.007 of \(2\omega\) in the microwave case, becomes \(0.00696\times181\simeq1.3\) times \(2\omega\). A constant dc field therefore cannot describe the tail at each instant: in this model the excitation rate swings between about 0.4 and 1.6 times its average. The averages over a period, however, still agree with a dc field of 10 V/cm, within 0.5% for both the excitation rate and the mean energy.

To restore the microwave value of \(\omega/\nu\) at each energy, the pressure must drop to about 0.03 Torr. With the field reduced in the same proportion, the relaxation length grows to about 100 cm, far beyond the 5 cm chamber. The mean free path is then about 1.9 cm, not small against the chamber. The distribution at one point depends on fields elsewhere, and the local comparison made here no longer applies. The remaining values are in the numerical output.

## Numbers as computed

```
Gas pressure: 5 Torr
Gas temperature: 500 K
Field frequency: 2.45 GHz
Rms field: 10 V/cm
Model gas mass: 40 u
Momentum cross section: 10 angstrom^2
Excitation threshold: 12 eV
Excitation cross-section slope: 0.05 angstrom^2/eV
Mean free path: 0.01036 cm
Crossover energy: 7.224 eV
Crossover energy, converted: 0.2655 hartree
Effective field at 1 eV: 3.487 V/cm
Effective field at 3 eV: 5.417 V/cm
Effective field at 6 eV: 6.736 V/cm
Effective field at 12 eV: 7.901 V/cm
Rf mean energy: 4.065 eV
Rf excitation frequency: 3.25e+05 1/s
Rf absorbed power per electron: 5.4e+06 eV/s
Elastic share of loss: 0.2824
Dc field matching mean energy: 3.711 V/cm
Same field, converted: 7.216e-10 atomic units
Its excitation / rf excitation: 0.07984
Dc field matching excitation: 6.886 V/cm
Same field, converted: 1.339e-09 atomic units
Its mean energy: 4.704 eV
Recipe dc field, nu at mean energy: 6.001 V/cm
Recipe mean energy: 4.624 eV
Recipe excitation / rf excitation: 0.6673
Best-shape dc field, constant path: 4.937 V/cm
Smallest mismatch, constant path: 9.851 % of electrons
Smallest mismatch, constant rate: 4.031e-05 % of electrons
Particles dc path, <e^2>/<e>^2: 1.385, formula 1.371
Particles rf path, <e^2>/<e>^2: 1.543, formula 1.531
Particles dc rate, <e^2>/<e>^2: 1.684, formula 1.667
Particles rf rate, <e^2>/<e>^2: 1.687, formula 1.667
Rising cross section: dc for mean: 3.514 V/cm
Rising cross section: dc for excitation: 7.494 V/cm
Assumed electron density: 1e+10 1/cm^3
Electron density / cutoff density: 0.1343
Electron-electron rate / energy turnover: 0.04771
Assumed ionization threshold: 16 eV
Assumed ionization slope: 0.2 angstrom^2/eV
Neglected ionization / excitation: 0.0001923
Anisotropy f1/f0 at mean energy: 0.02464
Anisotropy f1/f0 at 13 eV: 0.2093
Excitation rate at 14 eV / (2 omega): 0.00696
Energy relaxation length: 0.5575 cm
Assumed chamber size: 5 cm
Same omega/nu at 13.56 MHz: pressure: 0.02767 Torr
Relaxation length there: 100.7 cm
```
